# Coupled Plasmon-LO Phonon Modes in a Doped Polar Crystal

## Question

A cubic polar crystal has one infrared-active optic branch. Let $\mathbf u$ be the relative displacement of its two sublattices, $\mu$ their reduced mass, $V_c$ the cell volume and $Z$ the effective charge, which gives a cell the dipole moment $Z\mathbf u$. In a macroscopic field $\mathbf E$,

$$\mu\ddot{\mathbf u}=-\mu\omega_T^2\mathbf u+Z\mathbf E .$$

Thus $\omega_T$ is the frequency at zero macroscopic field, which is the case for transverse vibrations when retardation is neglected. The bound electrons add the polarization $\varepsilon_v(\varepsilon_\infty-1)\mathbf E$, where $\varepsilon_v$ is the vacuum permittivity. Without carriers the static dielectric constant is $\varepsilon_s>\varepsilon_\infty$.

Doping adds $n$ mobile electrons per volume, of charge $-e$ and isotropic mass $m$, neutralized by a fixed background. Their displacement $\mathbf s$ obeys $m\ddot{\mathbf s}=-e\mathbf E$. Lattice damping is neglected throughout, and carrier damping until part (f). Wavevectors satisfy $q\to0$ until part (g). Fields vary as $e^{-i\omega t}$. Define

$$\omega_p^2=\frac{ne^2}{\varepsilon_v\varepsilon_\infty m}.$$

For numbers, take the round model values $\hbar\omega_T=30$ meV, $\varepsilon_\infty=9$, $\varepsilon_s=16$ and $m=0.1$ electron masses. Frequencies are quoted as energies $\hbar\omega$, and squared frequencies as $(\hbar\omega)^2$ in meV².

## (a) Dielectric function

**Derive $\varepsilon(\omega)$, state the condition for a longitudinal mode, and find the longitudinal frequency $\omega_L$ without carriers.**

**Answer.** Use the mass-weighted coordinate $Q=\sqrt{\mu/V_c}\,u$ along the field. Multiplying the ionic equation by $1/\sqrt{\mu V_c}$, and writing the polarization as $Zu/V_c$, gives

$$\ddot Q=-\omega_T^2Q+bE,\qquad P_{\rm ion}=bQ,\qquad b=\frac{Z}{\sqrt{\mu V_c}} .$$

For oscillating fields $\ddot Q=-\omega^2Q$, so $Q=bE/(\omega_T^2-\omega^2)$ and

$$P_{\rm ion}=\frac{b^2}{\omega_T^2-\omega^2}E .$$

At $\omega=0$ this must supply the difference between $\varepsilon_s$ and $\varepsilon_\infty$, so $b^2=\varepsilon_v(\varepsilon_s-\varepsilon_\infty)\omega_T^2$.

For the carriers, $-m\omega^2s=-eE$ gives $s=eE/(m\omega^2)$. Their polarization is

$$P_{\rm car}=-nes=-\frac{ne^2}{m\omega^2}E .$$

The minus sign means that free carriers polarize against the field. Adding all contributions to $D=\varepsilon_vE+P=\varepsilon_v\varepsilon E$,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}-\frac{ne^2}{\varepsilon_vm\omega^2}.$$

With no external charge, $\mathbf q\cdot\mathbf D=0$. In a longitudinal wave $\mathbf D$ is parallel to $\mathbf q$, so $D=\varepsilon_v\varepsilon E=0$. A mode with $E=0$ is excluded: at $\omega\ne0$ the carriers would then be at rest, so $D=bQ=0$ would force $Q=0$ as well. Hence $E\neq0$ and the condition is $\varepsilon(\omega)=0$.

For $n=0$, multiplying this condition by $\omega_T^2-\omega^2$ gives

$$\varepsilon_\infty(\omega_T^2-\omega^2)+(\varepsilon_s-\varepsilon_\infty)\omega_T^2=0
\quad\Rightarrow\quad
\omega_L^2=\frac{\varepsilon_s}{\varepsilon_\infty}\omega_T^2 .$$

Here $\hbar\omega_L=30\sqrt{16/9}=40$ meV. It is convenient to define

$$\Delta=\omega_L^2-\omega_T^2=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty}\omega_T^2>0,$$

which is $1600-900=700$ meV².

## (b) The coupled modes

**Find the longitudinal frequencies at carrier density $n$. Evaluate them at $n=10^{18}$ cm⁻³.**

**Answer.** Let $x=\omega^2$. Dividing $\varepsilon$ by $\varepsilon_\infty$,

$$\frac{\varepsilon}{\varepsilon_\infty}=1+\frac{\Delta}{\omega_T^2-x}-\frac{\omega_p^2}{x}
=\frac{\omega_L^2-x}{\omega_T^2-x}-\frac{\omega_p^2}{x}=0 .$$

Multiplication by $x(\omega_T^2-x)$ gives $x(\omega_L^2-x)-\omega_p^2(\omega_T^2-x)=0$, or

$$F(x)\equiv x^2-(\omega_L^2+\omega_p^2)x+\omega_p^2\omega_T^2=0 .$$

The multiplication has added no roots, since $F(0)=\omega_p^2\omega_T^2$ and $F(\omega_T^2)=-\omega_T^2\Delta$ are both nonzero. Therefore

$$\omega_\pm^2=\frac12\left[\omega_L^2+\omega_p^2\pm\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}\right].$$

These are the modes $L_+$ and $L_-$. Substituting $\omega_T^2=\omega_L^2-\Delta$ turns the radicand into $(\omega_L^2-\omega_p^2)^2+4\omega_p^2\Delta$. It is positive, so the roots are real and distinct. Their sum and product are both positive, so both squared frequencies are positive.

At $10^{18}$ cm⁻³ the definition of $\omega_p$ gives $\hbar\omega_p=39.14$ meV, or $\omega_p^2=1532$ meV². The radicand is $(1600-1532)^2+4(1532)(700)=4.294\times10^6$ meV⁴, with square root 2072 meV². Thus

$$\omega_\pm^2=\frac{3132\pm2072}{2}=2602,\ 530\ \text{meV}^2,$$

and the energies are 51.0 and 23.0 meV.

## (c) Ordering and low density

**Locate the two modes relative to $\omega_T$, $\omega_L$ and $\omega_p$. Show that $L_-$ rises with $n$, and find its low-density form.**

**Answer.** Direct substitution gives

$$F(\omega_T^2)=-\omega_T^2\Delta,\qquad F(\omega_L^2)=F(\omega_p^2)=-\omega_p^2\Delta .$$

An upward-opening parabola is negative between its roots, so all three squared frequencies lie between $\omega_-^2$ and $\omega_+^2$:

$$\omega_-<\min(\omega_T,\omega_p),\qquad \omega_+>\max(\omega_L,\omega_p).$$

To follow $L_-$ with density, solve the mode equation for $\omega_p^2$ instead:

$$\omega_p^2=\frac{x(\omega_L^2-x)}{\omega_T^2-x}=x\left(1+\frac{\Delta}{\omega_T^2-x}\right).$$

On $0<x<\omega_T^2$ both factors on the right are positive and increase with $x$. Hence $\omega_p^2$ increases with $\omega_-^2$, and conversely $\omega_-$ increases with $n$.

As $n\to0$, $\omega_+^2\to\omega_L^2$. The product of the roots, $\omega_+^2\omega_-^2=\omega_p^2\omega_T^2$, then gives

$$\omega_-^2\simeq\omega_p^2\frac{\omega_T^2}{\omega_L^2}=\omega_p^2\frac{\varepsilon_\infty}{\varepsilon_s}=\frac{ne^2}{\varepsilon_v\varepsilon_sm}.$$

This is a plasmon slow enough for the ions to follow its field, so the full static constant screens it. At $10^{14}$ cm⁻³ this form and the root of $\varepsilon$ both give 0.2936 meV. This is an undamped value. With the carrier friction $\gamma$ of part (f) the low-density condition becomes $\omega^2+i\gamma\omega=ne^2/(\varepsilon_v\varepsilon_sm)$, which oscillates only if the undamped frequency exceeds $\gamma/2$. For $\hbar\gamma=10$ meV this requires $n$ above about $2.9\times10^{16}$ cm⁻³; below that the mode is a pure relaxation.

## (d) High density

**Show that $\omega_-\to\omega_T$ as $n\to\infty$ at fixed $m$ and $\varepsilon_\infty$. Bound the remaining difference, find its leading form, and find the density at which $\omega_-=0.99\,\omega_T$. What happens to $L_+$?**

**Answer.** Replace $\omega_L^2$ by $\omega_T^2+\Delta$ in $F(x)=0$ and move the term in $\Delta$ to the right:

$$x^2-(\omega_p^2+\omega_T^2)x+\omega_p^2\omega_T^2=x\Delta
\quad\Rightarrow\quad
(\omega_p^2-x)(\omega_T^2-x)=x\Delta .$$

For $x=\omega_-^2$ part (c) makes both brackets positive, so division by the first is allowed:

$$\omega_T^2-\omega_-^2=\frac{\omega_-^2\Delta}{\omega_p^2-\omega_-^2}.$$

Suppose $\omega_p>\omega_T$. Since $\omega_-<\omega_T$, replacing $\omega_-^2$ by $\omega_T^2$ enlarges the numerator and reduces the positive denominator. Thus

$$0<\omega_T^2-\omega_-^2<\frac{\omega_T^2\Delta}{\omega_p^2-\omega_T^2}.$$

The right side vanishes as $\omega_p\to\infty$, which proves $\omega_-\to\omega_T$ from below. Setting $\omega_-^2\to\omega_T^2$ in the identity gives the leading difference. Dividing that by $\omega_T+\omega_-\simeq2\omega_T$ gives the frequency shift:

$$\omega_T^2-\omega_-^2\simeq\frac{\omega_T^2\Delta}{\omega_p^2},\qquad
\omega_T-\omega_-\simeq\frac{\omega_T\Delta}{2\omega_p^2}\propto\frac1n .$$

At $10^{20}$ cm⁻³, $\omega_p^2=153205$ meV². The leading form is $900\times700/153205=4.112$ meV², and the bound is $630000/152305=4.136$ meV². The root search gives 4.117 meV². Then $\hbar(\omega_T-\omega_-)=4.117/(30+29.931)=0.069$ meV. In ordinary frequency, $L_-$ is at 7.237 THz and $\omega_T/2\pi$ is 7.254 THz. This difference is measured from the zero-field frequency $\omega_T$, not from a transverse mode at the same small $q$. With retardation a transverse wave obeys $\varepsilon=c^2q^2/\omega^2$, which is the mode equation of part (b) with $\omega_p^2$ replaced by $\omega_p^2+c^2q^2/\varepsilon_\infty$. Its distance from $\omega_T$ is therefore much smaller than that of $L_-$ only for $q\gg\sqrt{\varepsilon_\infty}\,\omega_p/c$, about $6\times10^6$ m⁻¹ at this density. At a tenth of the wavevector limit found in part (g) the transverse mode is still 0.057 meV below $\omega_T$.

For $\omega_-=0.99\,\omega_T$, $x=(29.7)^2=882.09$ meV². The relation in part (c) gives

$$\omega_p^2=\frac{882.09\,(1600-882.09)}{900-882.09}\simeq3.536\times10^4\ \text{meV}^2,$$

so $\hbar\omega_p=188$ meV. Since $\omega_p^2\propto n$, the density is $10^{20}\times35360/153205=2.31\times10^{19}$ cm⁻³.

The sum of the roots gives $\omega_+^2=\omega_p^2+\omega_L^2-\omega_-^2$, which approaches $\omega_p^2+\Delta$. The upper mode follows the plasma frequency upward.

| $n$ (cm⁻³) | $\hbar\omega_p$ (meV) | $L_-$ (meV) | $L_+$ (meV) |
|---|---:|---:|---:|
| $10^{16}$ | 3.91 | 2.93 | 40.08 |
| $10^{17}$ | 12.38 | 9.08 | 40.87 |
| $10^{18}$ | 39.14 | 23.02 | 51.01 |
| $10^{19}$ | 123.78 | 29.30 | 126.74 |
| $10^{20}$ | 391.41 | 29.93 | 392.31 |
| $10^{21}$ | 1237.76 | 29.99 | 1238.04 |

The high-density rows illustrate the limit of the model. The parabolic Fermi energy is already 0.17 eV at $10^{19}$ and 0.79 eV at $10^{20}$ cm⁻³. In a band $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.6$ eV⁻¹ the mass entering $\omega_p$ is larger by factors 1.19 and 1.70 at these densities. The shift at $10^{20}$ cm⁻³ then becomes 0.117 meV, the 99% density becomes $3.2\times10^{19}$ cm⁻³, and the shift falls more slowly than $1/n$. A real band thus need not keep $m$ fixed, nor need $\varepsilon_\infty$ stay constant up to the energy of $L_+$.

## (e) Mechanism

**Use the equations of motion to find the ionic share of $L_-$ and its macroscopic field. Explain the high-density limit.**

**Answer.** For the carriers use $S=\sqrt{nm}\,s$. Then

$$\ddot S=-aE,\qquad P_{\rm car}=-aS,\qquad a=e\sqrt{n/m}.$$

From the definitions, $a^2=\varepsilon_v\varepsilon_\infty\omega_p^2$ and $b^2=\varepsilon_v\varepsilon_\infty\Delta$. The condition $D=\varepsilon_v\varepsilon_\infty E+bQ-aS=0$ fixes the field:

$$E=-\frac{bQ-aS}{\varepsilon_v\varepsilon_\infty}.$$

Inserting it in the two equations of motion, and using $\omega_T^2+\Delta=\omega_L^2$, gives

$$\ddot Q=-\omega_L^2Q+\omega_p\sqrt\Delta\,S,\qquad
\ddot S=\omega_p\sqrt\Delta\,Q-\omega_p^2S .$$

These are two oscillators, the LO phonon and the plasmon, coupled by the field they share. For a mode, $\ddot S=-xS$, and the second equation gives

$$S=\frac{\omega_p\sqrt\Delta}{\omega_p^2-x}Q .$$

Both coordinates are mass-weighted, so the ionic share $w$ of the kinetic energy is

$$w=\frac{Q^2}{Q^2+S^2}=\frac{(\omega_p^2-x)^2}{(\omega_p^2-x)^2+\omega_p^2\Delta}.$$

The determinant condition of the pair is $(\omega_L^2-x)(\omega_p^2-x)=\omega_p^2\Delta$. Use it in the denominator, cancel one factor $\omega_p^2-x$, and note that $\omega_L^2+\omega_p^2=\omega_+^2+\omega_-^2$. For $L_-$,

$$w=\frac{\omega_p^2-\omega_-^2}{\omega_L^2+\omega_p^2-2\omega_-^2}=\frac{\omega_p^2-\omega_-^2}{\omega_+^2-\omega_-^2}.$$

This tends to zero at low density, where $L_-$ is a plasmon, and to one at high density, where it is a lattice vibration. It equals one half at $\omega_p=\omega_L$, where the two uncoupled oscillators are degenerate. At $10^{18}$ cm⁻³, just below that point, $w=0.484$; at $10^{20}$ cm⁻³, $w=0.995$.

Now compare the field with the field $E_0=-bQ/(\varepsilon_v\varepsilon_\infty)$ of a carrier-free LO vibration of the same $Q$:

$$r=\frac{E}{E_0}=1-\frac{aS}{bQ}=1-\frac{\omega_p^2}{\omega_p^2-\omega_-^2}=-\frac{\omega_-^2}{\omega_p^2-\omega_-^2}.$$

Since $bE_0=-\Delta Q$, the ionic equation becomes

$$\omega_-^2=\omega_T^2+r\Delta .$$

Without carriers, $r=1$ and the field stiffens the vibration from $\omega_T$ to $\omega_L$. In $L_-$ the carrier polarization opposes the ionic one and exceeds it, because $aS/(bQ)>1$. The field is therefore reversed and softens the vibration below $\omega_T$. At $10^{18}$ cm⁻³, $r=-0.529$, and $900-0.529\times700=530$ meV², as in part (b).

As $n\to\infty$, $aS/(bQ)\to1$: the carriers cancel the ionic polarization and $r\to0$. At $10^{20}$ cm⁻³, $r=-0.0059$. What remains is the restoring force without a macroscopic field, and its frequency is $\omega_T$. The motion is still longitudinal; it shares the frequency of the TO mode, not its polarization. The carriers need move little, since $S/Q\simeq\sqrt\Delta/\omega_p\to0$.

## (f) Carrier damping

**Add a friction force $-m\gamma\dot{\mathbf s}$ with fixed $\gamma$. Does the high-density limit survive?**

**Answer.** Friction contributes $+im\gamma\omega s$ to the right side of the carrier equation, so $m(\omega^2+i\gamma\omega)s=eE$. The Drude denominator $\omega^2$ becomes $\omega^2+i\gamma\omega$, and the mode condition can be written

$$\omega_T^2-\omega^2=\frac{(\omega^2+i\gamma\omega)(\omega_L^2-\omega^2)}{\omega_p^2}.$$

At $1/\omega_p^2=0$ this has a simple root $\omega=\omega_T$. A simple root moves continuously with the coefficients, so the limit survives. For the first correction, put $\omega=\omega_T$ on the right and $\omega_T^2-\omega^2\simeq2\omega_T(\omega_T-\omega)$ on the left:

$$\omega\simeq\omega_T-\frac{\Delta(\omega_T+i\gamma)}{2\omega_p^2}.$$

The imaginary part is negative, so the amplitude decays. For $\hbar\gamma=10$ meV at $10^{20}$ cm⁻³ the correction is $700(30+10i)/306409=0.0685+0.0228i$ meV. The root of the damped dielectric function is $29.931-0.023i$ meV. Carrier friction contributes little width because the carriers take a small part in the motion. Lattice damping, left out here, would add a width of its own.

## (g) Range of wavevectors

**For a degenerate, collisionless gas in a spherical parabolic band, estimate how small $q$ must be for the Drude term to hold. What does this imply for the limit in part (d)?**

**Answer.** Treat the carriers semiclassically, with $q$ well below the Fermi wavevector. A carrier of velocity $\mathbf v$ feels the field at the shifted frequency $\omega-\mathbf q\cdot\mathbf v$, so its displacement from free flight is $eE/[m(\omega-\mathbf q\cdot\mathbf v)^2]$. To first order in the field, the polarization is the sum of these displacements times $-e$. The Drude term is therefore multiplied by

$$G=\left\langle\frac{\omega^2}{(\omega-\mathbf q\cdot\mathbf v)^2}\right\rangle,$$

averaged over the filled Fermi sphere. Let $u$ be the velocity component along $\mathbf q$ divided by the Fermi velocity $v_F$, and $\kappa=qv_F/\omega$. A slice of the unit sphere at $u$ has area $\pi(1-u^2)$ and the sphere has volume $4\pi/3$, so $u$ has the distribution $\tfrac34(1-u^2)$. For $\kappa<1$,

$$G=\frac34\int_{-1}^{1}(1-u^2)(1+2\kappa u+3\kappa^2u^2+\dots)\,du .$$

The odd term vanishes, and $\langle u^2\rangle=\tfrac34\left(\tfrac23-\tfrac25\right)=\tfrac15$. Hence

$$G=1+\frac35\kappa^2+O(\kappa^4).$$

At $\kappa=0.1$ the numerical average is 1.006, a change of 0.6% in the Drude term. For $\kappa>1$ some carriers satisfy $\omega=\mathbf q\cdot\mathbf v$ and the denominator vanishes. They exchange energy resonantly with the wave (Landau damping), and the Drude form fails. For $L_-$ near $\omega_T$ the requirement is thus

$$q\ll\frac{\omega_T}{v_F},\qquad v_F=\frac{\hbar}{m}(3\pi^2n)^{1/3},$$

where $v_F$ follows from filling the Fermi sphere with two spin states per wavevector. At $10^{20}$ cm⁻³, $v_F=1.66\times10^6$ m/s and $\omega_T/v_F=2.7\times10^7$ m⁻¹.

This scale falls as $n^{-1/3}$. At fixed nonzero $q$ the Drude treatment therefore eventually fails as the density rises. The bound, the $1/n$ law and the approach from below in part (d) hold only when $q\to0$ is taken before $n\to\infty$. The limiting value $\omega_T$ does not depend on this order. Integration by parts gives $G=\frac{3}{2\kappa}\int_{-1}^{1}\frac{u\,du}{1-\kappa u}$. For $\kappa\gg1$ the integrand tends to $-1/\kappa$, so $G\to-3/\kappa^2$; the pole at $u=1/\kappa$, passed by giving $\omega$ a small positive imaginary part, adds the imaginary term $-3\pi i/(2\kappa^3)$, which is smaller by a further factor of order $1/\kappa$. It gives the mode a Landau width. This width is absent for $\kappa<1$, comparable to or larger than the frequency shift for $\kappa$ between about 1 and 2, and small beside the shift for $\kappa\gg1$. The carrier term $-\omega_p^2G/\omega^2$ becomes $+3\omega_p^2/(qv_F)^2$, which is static screening and grows as $n^{1/3}$. The mode condition $(\omega_L^2-x)/(x-\omega_T^2)=3\omega_p^2/(qv_F)^2$ then gives $x-\omega_T^2\simeq\Delta\,(qv_F)^2/(3\omega_p^2)\propto n^{-1/3}$. At fixed $q$ the longitudinal phonon thus reaches $\omega_T$ from above, and more slowly.

The numerical check obtains the undamped modes both by root search on $\varepsilon(\omega)$ and by diagonalizing the equations of motion.

## Computed values

```
Transverse optic energy hbar*wT = 30.0 meV
eps_inf = 9.0, eps_s = 16.0 (dimensionless)
Carrier mass = 0.10 electron masses
Longitudinal optic energy hbar*wL = 40.000 meV
gap2 = wL^2 - wT^2 = 700.00 meV^2
Table: n (cm^-3); hbar*wp, L-, L+ (meV);
       ionic weight of L-; field of L- / carrier-free LO field
1e+16      3.914    2.9294     40.084   0.00422   -1.273455
1e+17     12.378    9.0847     40.874   0.04450   -1.167811
1e+18     39.141   23.0192     51.011   0.48360   -0.528739
1e+19    123.776   29.2993    126.736   0.95123   -0.059359
1e+20    391.414   29.9313    392.312   0.99540   -0.005882
1e+21   1237.759   29.9931   1238.042   0.99954   -0.000588
At n = 1e20 cm^-3:
  wp^2 = 153204.7 meV^2
  wT^2 - w-^2, from root search = 4.1174 meV^2
  leading estimate = 4.1121 meV^2
  upper bound = 4.1364 meV^2
  wT - w- = 0.0687 meV
  L- frequency = 7.2374 THz
TO frequency = 7.2540 THz
L- at 99% of wT: energy = 29.70 meV
  needed wp = 188.04 meV
  needed density = 2.308e+19 cm^-3
Low density 1e14 cm^-3: L- = 0.29355 meV
  plasmon screened by eps_s = 0.29356 meV
Damping hbar*gamma = 10.0 meV, n = 1e20 cm^-3:
  real part of L- = 29.9313 meV
  imaginary part of L- = -0.0230 meV
Fermi velocity at 1e20 cm^-3 = 1.662e+06 m/s
Wavevector scale wT/v_F = 2.742e+07 m^-1
Drude-term factor at q v_F/w = 0.1: 1.00604
```
